# How long is the process zone of an interface crack?: test program

```python
"""
Result under test: an interface crack has a process zone of length
    L = c * E * Gamma / strength**2,
with c = pi/8 for constant cohesive traction and a computed c for linear
softening.  E is the plane-strain modulus, Gamma the work of separation,
strength the peak cohesive traction, K the stress intensity factor.
Zone coordinates are measured back from the front where opening begins.
"""
import numpy as np
import sympy as sp
from scipy.constants import e as electron_charge
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import xlogy

GPA, NM = 1e9, 1e-9
modulus, toughness, strength = 100 * GPA, 1.0, 1 * GPA


def constant_traction_length(E, Gamma, sigma):
    return np.pi / 8 * E * Gamma / sigma**2


scale = modulus * toughness / strength**2
K_tip = np.sqrt(modulus * toughness)
r_singular = K_tip**2 / (2 * np.pi * strength**2)
L_constant = constant_traction_length(modulus, toughness, strength)

# Quadrature of the opening at the rear end of a constant-traction zone.
# Substitution s = L*v**2 removes the inverse-square-root singularity.


def opening_integrand(v):
    return 4.0 - 4.0 * v * np.arctanh(v)


shape_integral = quad(opening_integrand, 0, 1)[0]
opening_quad = 4 * strength * L_constant / (np.pi * modulus) * shape_integral
assert abs(opening_quad / (toughness / strength) - 1) < 1e-7


# Finite crack from dislocation dipoles; the zone length is not prescribed.
# Units here: element width = 1, modulus = 1, cohesive strength = 1.
def finite_crack(bare_half_length, remote_stress):
    n_total = int(1.3 * bare_half_length)
    centre = np.arange(n_total) + 0.5

    def dipole_stress(distance):
        return 1 / (4 * np.pi * (distance**2 - 0.25))

    influence = dipole_stress(centre[:, None] - centre[None, :])
    influence += dipole_stress(centre[:, None] + centre[None, :])
    n_open = bare_half_length
    while True:
        traction = np.where(np.arange(n_open) < bare_half_length, 0.0, 1.0)
        opening = np.linalg.solve(influence[:n_open, :n_open],
                                  traction - remote_stress)
        ahead = remote_stress + influence[n_open:, :n_open] @ opening
        overloaded = int(np.sum(ahead > 1.0))
        if overloaded == 0:
            break
        n_open += overloaded
        assert n_open < n_total
    assert np.all(opening > 0)
    tip_opening = 0.5 * (opening[bare_half_length - 1]
                         + opening[bare_half_length])
    return n_open - bare_half_length, tip_opening


bare, remote = 1200, 0.20
zone_found, tip_found = finite_crack(bare, remote)
K_squared = remote**2 * np.pi * bare
length_ratio = zone_found / (np.pi / 8 * K_squared)
energy_ratio = tip_found / K_squared
# Allowance: finite crack length (some 4 %) and one or two elements in 60.
assert abs(length_ratio - 1) < 0.08
assert abs(energy_ratio - 1) < 0.06


# Linear softening: product integration in v = sqrt(position / L).
def softening_solution(n_cells):
    edges = np.linspace(0, 1, n_cells + 1)
    middle = 0.5 * (edges[1:] + edges[:-1])
    width = 1 / n_cells

    def kernel_rows(u):
        u = np.atleast_1d(u)[:, None]
        v = edges[None, :]
        primitive = ((v**2 - u**2) * np.log(v + u)
                     - (v + u) * xlogy(v - u, np.abs(v - u)) + 2 * u * v)
        return 4 * u * width - np.diff(primitive, axis=1)

    inside, rear = kernel_rows(middle), kernel_rows(1.0)[0]

    def traction_profile(lam):
        return np.linalg.solve(np.eye(n_cells) + lam * inside,
                               np.ones(n_cells))

    def rear_excess(lam):
        return lam * rear @ traction_profile(lam) - 1

    lower = 0.05
    while rear_excess(lower + 0.025) < 0:
        lower += 0.025
        assert lower < 2
    lam = brentq(rear_excess, lower, lower + 0.025)
    traction = traction_profile(lam)
    assert np.all(traction > -1e-3) and np.all(traction < 1 + 1e-3)
    energy = 4 * lam * (traction.sum() * width)**2
    return np.pi * lam / 2, energy


c_coarse, energy_coarse = softening_solution(150)
c_linear, energy_linear = softening_solution(300)
assert abs(c_coarse / c_linear - 1) < 3e-3
assert abs(energy_linear - 1) < 3e-3
L_linear = c_linear * scale

# Rough typical values for an SnO2 coating on soda-lime glass.
E_film, nu_film = 200 * GPA, 0.30
E_glass, nu_glass = 70 * GPA, 0.22
thickness = 500 * NM
bond_range = 0.3 * NM


# Surface compliance of a half-plane for a traction wave of wavenumber 1,
# from displacement fields that satisfy the elasticity equations.
def surface_compliance(E, nu):
    x, y = sp.symbols("x y", real=True)
    mu = E / (2 * (1 + nu))
    lame = 2 * mu * nu / (1 - 2 * nu)
    wave = sp.exp(sp.I * x - y)
    gx, gy = sp.diff(wave, x), sp.diff(wave, y)
    fields = [(gx, gy), (-y * gx, (3 - 4 * nu) * wave - y * gy)]
    displacement = np.zeros((2, 2), complex)
    stress = np.zeros((2, 2), complex)
    for col, (ux, uy) in enumerate(fields):
        div = sp.diff(ux, x) + sp.diff(uy, y)
        sxx = lame * div + 2 * mu * sp.diff(ux, x)
        syy = lame * div + 2 * mu * sp.diff(uy, y)
        sxy = mu * (sp.diff(ux, y) + sp.diff(uy, x))
        for force in (sp.diff(sxx, x) + sp.diff(sxy, y),
                      sp.diff(sxy, x) + sp.diff(syy, y)):
            residual = complex(sp.N(force.subs({x: 0.3, y: 0.7})))
            assert abs(residual) < 1e-9 * E
        origin = {x: 0, y: 0}
        displacement[:, col] = [complex(sp.N(q.subs(origin)))
                                for q in (ux, uy)]
        stress[:, col] = [complex(sp.N(q.subs(origin)))
                          for q in (sxy, syy)]
    return displacement @ np.linalg.inv(stress)


# Work in GPa for the half-plane calculation.
upper = surface_compliance(E_film / GPA, nu_film)
glass_upper = surface_compliance(E_glass / GPA, nu_glass)
lower_half = np.diag([1, -1]) @ glass_upper @ np.diag([-1, 1])
jump_compliance = upper - lower_half
E_free_numeric = 4 / abs(jump_compliance[1, 1])
E_locked_numeric = 4 * abs(np.linalg.inv(jump_compliance)[1, 1])

Ep_film = E_film / (1 - nu_film**2)
Ep_glass = E_glass / (1 - nu_glass**2)
E_star = 2 / (1 / Ep_film + 1 / Ep_glass)
mu_film = E_film / (2 * (1 + nu_film))
mu_glass = E_glass / (2 * (1 + nu_glass))
beta = 0.5 * (mu_film * (1 - 2 * nu_glass) - mu_glass * (1 - 2 * nu_film))
beta /= mu_film * (1 - nu_glass) + mu_glass * (1 - nu_film)
E_locked = E_star / (1 - beta**2)
assert abs(E_free_numeric * GPA / E_star - 1) < 1e-8
assert abs(E_locked_numeric * GPA / E_locked - 1) < 1e-8

# Sensitivities and the strength implied by a short bond range.
L_free = constant_traction_length(E_star, toughness, strength)
L_locked = constant_traction_length(E_locked, toughness, strength)
L_half_toughness = constant_traction_length(modulus, toughness / 2, strength)
L_half_strength = constant_traction_length(modulus, toughness, strength / 2)
L_double_strength = constant_traction_length(modulus, toughness, 2 * strength)
bond_strength = toughness / bond_range
L_bond = constant_traction_length(modulus, toughness, bond_strength)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


print("MAIN ESTIMATE")
show("plane-strain modulus", modulus / GPA, "GPa")
show("work of separation", toughness, "J/m^2")
show("work of separation", toughness * NM**2 / electron_charge, "eV/nm^2", 3)
show("cohesive strength", strength / GPA, "GPa")
show("stress intensity K", K_tip / 1e6, "MPa m^0.5", 3)
show("scale E Gamma/strength^2", scale / NM, "nm")
show("bare singular-stress distance", r_singular / NM, "nm", 3)
show("constant-traction coefficient", L_constant / scale)
show("constant-traction zone length", L_constant / NM, "nm", 3)
show("constant-traction final opening", opening_quad / NM, "nm", 3)
show("linear-softening coefficient", c_linear, "", 3)
show("linear-softening zone length", L_linear / NM, "nm", 3)
show("linear-softening final opening", 2 * toughness / strength / NM, "nm", 3)
print("INDEPENDENT CHECKS")
show("finite crack: remote stress/strength", remote)
show("finite crack: bare half-length/zone", bare / zone_found, "", 3)
show("finite crack: zone/small-zone formula", length_ratio, "", 3)
show("finite crack: work/(K^2/E)", energy_ratio, "", 3)
show("softening: K^2/(E Gamma)", energy_linear, "", 5)
print("SnO2 ON GLASS, ROUGH VALUES")
show("SnO2 Young modulus", E_film / GPA, "GPa")
show("SnO2 Poisson ratio", nu_film)
show("glass Young modulus", E_glass / GPA, "GPa")
show("glass Poisson ratio", nu_glass)
show("SnO2 plane-strain modulus", Ep_film / GPA, "GPa", 3)
show("glass plane-strain modulus", Ep_glass / GPA, "GPa", 3)
show("pair modulus, zero shear traction", E_star / GPA, "GPa", 3)
show("Dundurs beta (SnO2 above glass)", beta, "", 3)
show("pair modulus, zero tangential jump", E_locked / GPA, "GPa", 3)
show("constant-traction length, zero shear", L_free / NM, "nm", 3)
show("constant-traction length, zero jump", L_locked / NM, "nm", 3)
show("film thickness", thickness / NM, "nm")
show("constant-traction length/thickness", L_constant / thickness, "", 2)
show("linear-softening length/thickness", L_linear / thickness, "", 2)
print("SENSITIVITY, CONSTANT TRACTION, E = 100 GPa")
show("length at half toughness", L_half_toughness / NM, "nm", 3)
show("length at half strength", L_half_strength / NM, "nm", 3)
show("length at double strength", L_double_strength / NM, "nm", 3)
show("rough bond range", bond_range / NM, "nm")
show("strength implied by bond range", bond_strength / GPA, "GPa", 3)
show("length implied by bond range", L_bond / NM, "nm", 3)
print("verified")
```

It prints:

```
MAIN ESTIMATE
plane-strain modulus: 100 GPa
work of separation: 1 J/m^2
work of separation: 6.24 eV/nm^2
cohesive strength: 1 GPa
stress intensity K: 0.316 MPa m^0.5
scale E Gamma/strength^2: 100 nm
bare singular-stress distance: 15.9 nm
constant-traction coefficient: 0.3927
constant-traction zone length: 39.3 nm
constant-traction final opening: 1 nm
linear-softening coefficient: 0.731
linear-softening zone length: 73.1 nm
linear-softening final opening: 2 nm
INDEPENDENT CHECKS
finite crack: remote stress/strength: 0.2
finite crack: bare half-length/zone: 19.4
finite crack: zone/small-zone formula: 1.05
finite crack: work/(K^2/E): 1.02
softening: K^2/(E Gamma): 1
SnO2 ON GLASS, ROUGH VALUES
SnO2 Young modulus: 200 GPa
SnO2 Poisson ratio: 0.3
glass Young modulus: 70 GPa
glass Poisson ratio: 0.22
SnO2 plane-strain modulus: 220 GPa
glass plane-strain modulus: 73.6 GPa
pair modulus, zero shear traction: 110 GPa
Dundurs beta (SnO2 above glass): 0.197
pair modulus, zero tangential jump: 115 GPa
constant-traction length, zero shear: 43.3 nm
constant-traction length, zero jump: 45 nm
film thickness: 500 nm
constant-traction length/thickness: 0.079
linear-softening length/thickness: 0.15
SENSITIVITY, CONSTANT TRACTION, E = 100 GPa
length at half toughness: 19.6 nm
length at half strength: 157 nm
length at double strength: 9.82 nm
rough bond range: 0.3 nm
strength implied by bond range: 3.33 GPa
length implied by bond range: 3.53 nm
verified
```
